# Zero Net Wafer Current Does Not Prevent Charging Damage

Interchange two regions A and B of a wafer exposed to a plasma. If they receive currents \(I_A\) and \(I_B\), the sum \(I_A+I_B\) is unchanged, while the circulating part \(I_c=(I_A-I_B)/2\) changes sign. The two are also independent: adding any amount to \(I_A\) and taking it from \(I_B\) alters \(I_c\) but not the sum. A condition on the sum therefore cannot by itself fix the circulating part.

Symmetry and dimensions also restrict what \(I_c\) can be. Shifting the plasma and wafer potentials together by a constant changes no steady current, so potential differences alone matter. Let two bare, connected regions be alike except that their isolated surfaces would float at potentials differing by \(D\). Let \(S\) be the ion current to each, and let \(T\) be the electron temperature in volts, so that the thermal energy is \(eT\). Then

\[
I_c=S\,g(D/T),\qquad g(-x)=-g(x),\qquad g(0)=0 .
\]

The function \(g\) might also depend on the ratio of electron to ion saturation current; the derivation below shows that it does not. Nothing in this form makes \(I_c\) vanish when \(D\neq0\), although the net current is zero.

## The belief and its appeal

The belief is that a wafer drawing zero net current cannot suffer charging damage. It rests on a sound law. The total charge \(Q\) of an isolated body obeys \(dQ/dt=I_{\rm net}\), so at zero net current the total charge stops growing. For one small conductor in a plasma, that is the whole story: it floats, and no steady current passes through it.

A patterned wafer has more than one charge to keep track of. A gate oxide responds to the voltage between its gate and the substrate, and total charge does not determine that voltage. Two gates on a common substrate are enough to show the difference.

## Current from the plasma

Count current into the wafer as positive. Each gate is connected to a larger conducting area, its antenna, which collects charge. The ion current density \(J_i\) is taken as saturated, meaning independent of the surface potential \(V\). Electrons are Maxwellian and are retarded by a sheath whose plasma side is at potential \(P_k\), where \(k=A,B\) and \(V<P_k\).

An electron reaches the surface if its normal velocity exceeds \(v_0\), with \(m_ev_0^2/2=e(P_k-V)\). The transmitted fraction of the flux is

\[
\frac{\int_{v_0}^{\infty}v\,e^{-m_ev^2/2eT}dv}{\int_0^\infty v\,e^{-m_ev^2/2eT}dv}
=e^{-m_ev_0^2/2eT}=e^{(V-P_k)/T},
\]

because each integral equals \(eT/m_e\) times the exponential at its lower limit. If \(J_e\) is the unretarded electron current density, an antenna of area \(M_k\) receives

\[
I_k=M_k\left[J_i-J_e e^{(V-P_k)/T}\right].
\]

The floating potential \(F_k\) is the value of \(V\) that makes this zero:

\[
F_k=P_k-T\ln(J_e/J_i).
\]

Hence \(J_e e^{-P_k/T}=J_i e^{-F_k/T}\). With \(S_k=M_kJ_i\),

\[
I_k(V)=S_k\left[1-e^{(V-F_k)/T}\right]. \tag{1}
\]

The ratio \(J_e/J_i\) has been absorbed into \(F_k\). In a radio-frequency sheath, \(P_k\) stands for an effective potential defined by the time average of \(e^{-P(t)/T}\). This is adequate if \(V\) barely changes during a cycle, the electrons follow the field, and \(V\) stays below \(P(t)\).

## Two bare regions joined by a conductor

Let \(D=F_A-F_B>0\), and let both surfaces share the potential \(V\). Each current in (1) falls strictly as \(V\) rises. At \(V=F_B\) the sum is positive, since \(I_B=0\) and \(I_A>0\). At \(V=F_A\) it is negative. The net current therefore vanishes at one potential, which lies between \(F_B\) and \(F_A\), where \(I_A>0>I_B\).

Set \(I_A=I\) and \(I_B=-I\). Equation (1) gives

\[
e^{(V-F_A)/T}=1-\frac{I}{S_A},\qquad
e^{(V-F_B)/T}=1+\frac{I}{S_B}.
\]

Dividing the second relation by the first eliminates \(V\):

\[
e^{D/T}=\frac{1+I/S_B}{1-I/S_A}.
\]

Multiplying out and collecting the terms in \(I\),

\[
I=\frac{e^{D/T}-1}{1/S_B+e^{D/T}/S_A}. \tag{2}
\]

For \(S_A=S_B=S\) this is \(I=S\tanh(D/2T)\), an odd function as required. For \(D\ll T\) it becomes \(SD/2T\). For \(D\gg T\) it approaches \(S\), because region A cannot collect more than its ion current.

Take \(T=4\) V, plasma potentials of 32 and 20 V, \(J_i=10\) A/m² and \(J_e=1500\) A/m². These are round model parameters. Equal fluxes at unequal plasma potentials are a simplification: in an unmagnetised plasma with Boltzmann electrons at one temperature, a difference of \(3T\) goes with a density ratio of \(e^3\simeq20\), and the currents \(S_k\) would differ by that factor. The floating potentials are 11.957 and −0.043 V, so \(D=12\) V. Each antenna has area 1000 µm² and receives an ion current of 10 nA. Then

\[
I=10\,\tanh(1.5)\ {\rm nA}=9.05\ {\rm nA}.
\]

The local currents are +9.05 and −9.05 nA. Their sum is zero, yet each is about 90% of the ion current to its antenna.

## Current through the oxide

Now put a thin oxide between each antenna-connected gate and the common substrate. Let the tunnel barrier be \(\phi\) in volts, the tunnelling mass \(m\), and the oxide field magnitude \(E\). Assume that an electron has the same transverse kinetic energy in the oxide as in the emitter. If its energy of motion normal to the oxide lies \(ew\) below the emitter's Fermi level, it then meets a triangular barrier of height \(\phi+w\). In the semiclassical approximation its transmission is \(e^{-G}\), with

\[
G=\frac{2\sqrt{2me}}{\hbar}\int_0^{(\phi+w)/E}\sqrt{\phi+w-Ex}\,dx
=\frac{4\sqrt{2me}}{3\hbar E}(\phi+w)^{3/2}.
\]

Since \((\phi+w)^{3/2}\simeq\phi^{3/2}+\tfrac32\phi^{1/2}w\) for small \(w\),

\[
G\simeq\frac bE+cw,\qquad
b=\frac{4\sqrt{2me}\,\phi^{3/2}}{3\hbar},\qquad
c=\frac{2\sqrt{2me\phi}}{\hbar E}.
\]

The supply of electrons is counted at zero temperature. Motion along the normal contributes \(e\,dw/(2\pi\hbar)\) attempts per unit time. The transverse motion offers \(m_e/(\pi\hbar^2)\) states per area and energy, both spins included, over an energy range \(ew\). Multiplying by the charge,

\[
J=\frac{m_ee^3}{2\pi^2\hbar^3}\int_0^\infty w\,e^{-b/E-cw}dw
=\frac{m_ee^3}{2\pi^2\hbar^3c^2}\,e^{-b/E}.
\]

The upper limit may be infinite if the emitter's occupied band is deep compared with \(1/c\). At the field found below, \(1/c\simeq0.09\) V, so this holds for a metal but not well for silicon: a band 0.1 eV deep supplies only about 30% of the integral, which would roughly halve the loop current found below, and a band 0.3 eV deep supplies about 85%. Inserting \(c^2=8me\phi/(\hbar^2E^2)\) gives the Fowler–Nordheim law

\[
J=aE^2e^{-b/E},\qquad
a=\frac{e^2m_e}{16\pi^2\hbar m\phi}. \tag{3}
\]

The next term in \(G\) is \(cw^2/(4\phi)\). Weighted by \(we^{-cw}\), the mean of \(w^2\) is \(6/c^2\), so the current changes by the relative amount \(-3/(2\phi c)\). Because \(c\phi=3b/(2E)\), this equals \(-E/b\).

For \(\phi=3\) V and \(m=0.5\,m_e\), \(b=25.1\) V/nm. At the field found below, the estimate puts the supply integral at 0.954 of formula (3); direct quadrature gives 0.958. Formula (3) is thus about 4% high relative to the semiclassical integral it approximates. That figure does not measure the accuracy of the barrier model itself. At 300 K, thermal broadening of the electron supply would raise the current density by about 15% at this field. If transverse momentum were conserved instead of transverse energy, with an isotropic oxide mass, the factor \(m_e/m\) in \(a\) would disappear and the current density at a given field would be halved.

The law is used for both polarities. It requires an oxide voltage above \(\phi\) for the barrier to be triangular. Work-function differences, band bending, trapped charge and direct tunnelling are left out.

## The connected steady state

Let \(V_s\) be the substrate potential, \(X_k=V_k-V_s\) the signed oxide voltage and \(C_k\) the gate capacitance. The rest of the wafer draws no steady current, and the substrate has no direct-current path to ground, only a stray capacitance \(C_w\). Neglecting capacitance from the gates to ground and from the antennas to the substrate, the gate charges and the total charge obey

\[
C_k\frac{dX_k}{dt}=I_k-I_{{\rm ox},k},\qquad
C_w\frac{dV_s}{dt}=I_A+I_B, \tag{4}
\]

where \(I_{{\rm ox},k}\) flows from gate to substrate. In a steady state the second equation makes the net current zero. The first requires each plasma current to continue through its own oxide. It does not require either current to vanish.

Write \(I_A=I\) and \(I_B=-I\). Solving (1) for the gate potentials,

\[
V_A=F_A+T\ln(1-I/S_A),\qquad
V_B=F_B+T\ln(1+I/S_B).
\]

The sign of \(I\) is forced. If \(I=0\), law (3) makes both oxide voltages zero, so \(V_A=V_B\); but the gates would then sit at the unequal potentials \(F_A\) and \(F_B\). If \(I<0\), the oxide currents require \(V_A<V_s<V_B\), whereas the two expressions above give \(V_A-V_B>D>0\). Both cases are contradictory, so \(I>0\), with \(X_A>0>X_B\).

Consequently \(V_A-V_B=X_A-X_B=|X_A|+|X_B|\). Subtracting the gate potentials gives

\[
D=|X_A(I)|+|X_B(I)|
+T\ln\frac{1+I/S_B}{1-I/S_A}. \tag{5}
\]

Each oxide voltage rises with current, because (3) has \(dJ/dE=J(2/E+b/E^2)>0\). The logarithm rises too. The right side climbs from zero to infinity as \(I\) runs from zero to \(S_A\), so (5) has one solution for every \(D>0\). That solution is physically meaningful only if both oxide voltages exceed \(\phi\), as (3) requires. The stray capacitance is absent from (5).

To evaluate (5), invert (3). With \(y=b/(2E)\), the square root of (3) becomes \(ye^y=(b/2)\sqrt{a/J}\). Thus \(E=b/(2y)\), with \(y=W[(b/2)\sqrt{a/J}]\), where \(W\) is the Lambert function defined by \(We^W=z\).

## Reading the numbers

Let both oxides be 5 nm thick, with gate areas of 1 µm² at A and 2 µm² at B. Equation (5) gives \(I=0.630\) nA. The local currents are +0.630 and −0.630 nA, while the voltages around the loop add up as

\[
5.831+5.664+0.505=12.000\ {\rm V}.
\]

The first two terms are the oxide voltages and the third is the sheath contribution. The field in oxide A is

\[
E_A=\frac{5.831\ {\rm V}}{5\ {\rm nm}}
=1.17\ {\rm V/nm}\quad(11.7\ {\rm MV/cm}).
\]

The gates are at 11.70 and 0.20 V, well below their plasma potentials, and both oxide voltages exceed the 3 V barrier. The voltage conditions for using (1) and (3) are therefore met.

The current is much smaller than the bare-conductor value because the oxides take most of \(D\). It is still severe for the oxide, since a large antenna feeds a small gate. One nA/µm² equals 1000 A/m², so the oxide current densities are 630 A/m² at A and 315 A/m² at B. If failure is assigned to a charge fluence of \(10^4\) C/m², chosen for this example, oxide A reaches it in

\[
t_A=\frac{10^4\ {\rm C/m^2}}{630\ {\rm A/m^2}}\simeq16\ {\rm s},
\]

and oxide B in about 32 s. These times count only the steady current; with a large stray capacitance, the charge passed through the oxides at turn-on can change them appreciably. They are not lifetime predictions, and they depend steeply on the chosen parameters. For \(D=10\) V the current is only 0.018 nA and \(t_A\) is about 570 s; for \(D=8\) V the current is about \(2\times10^{-5}\) nA. At \(D=12\) V, reducing both fluxes at B twentyfold lowers the current to 0.155 nA.

Although the current densities differ by a factor of two, the fields differ by only about 0.033 V/nm. This follows from \(d\ln J/dE=2/E+b/E^2\), which is about 21 nm/V between the two fields: a change of \(\ln2\) in \(\ln J\) needs a field change of about \(0.69/21\simeq0.033\) V/nm.

Equation (5) was tested against integration of (4) from an uncharged wafer, with the net current left free. For three antenna areas, the final local currents agreed with (5) within one part in \(10^5\), and the net current was below \(10^{-5}\) of the loop current. The wafer thus settles to zero net current with both oxides still stressed.

## Larger antennas and perfect insulators

At fixed \(I\), enlarging both antennas lowers the logarithm in (5), so the solution must move to a larger current. Antennas of 100, 1000 and 10,000 µm² give 0.145, 0.630 and 1.39 nA. When the sheath term becomes negligible, \(D=|X_A|+|X_B|\), and the current approaches 1.72 nA. Beyond that point the oxides and \(D\), rather than the antennas, set the current.

The opposite limit is an oxide that does not conduct. Equations (1) and (4) then bring each gate to its own floating potential, where both local currents vanish. Yet

\[
X_A-X_B=(F_A-V_s)-(F_B-V_s)=D .
\]

At least one oxide must therefore carry a voltage of magnitude \(D/2\) or more. Even zero current at every gate does not establish zero stress.

The division of \(D\) depends on the charging history. For an initially uncharged wafer, no charge crosses the oxides, so the substrate stays neutral:

\[
-C_A(F_A-V_s)-C_B(F_B-V_s)+C_wV_s=0,
\]

\[
V_s=\frac{C_AF_A+C_BF_B}{C_A+C_B+C_w}.
\]

With relative permittivity 4, the gate capacitances are 7.08 and 14.17 fF. Taking \(C_w=10\) fF gives \(V_s=2.69\) V and oxide voltages of +9.27 and −2.73 V. The first of these is a field of 18.5 MV/cm, more than a real silicon oxide withstands, so the non-conducting limit is an idealisation. The neglected antenna capacitance also matters here: over 1 µm of field oxide with the same permittivity, each antenna would add about 35 fF to its gate capacitance, and the voltages would become about +7.0 and −5.0 V. Here the smaller gate takes the larger voltage. That would hold generally only for \(C_w=0\), when neutrality gives \(C_AX_A=-C_BX_B\); with stray capacitance the division also depends on the floating potentials relative to ground. In the conducting model, tunnelling limits this imbalance.

## What removes the current, and what remains

Two changes to the example, each made before the uncharged wafer is exposed, identify the cause. Raising region B's plasma potential to 32 V makes the floating potentials equal. Cutting the substrate between the regions, with 10 fF of stray capacitance on each piece, breaks the current path. After 1 s, the remaining currents are below \(2\times10^{-6}\) of the original loop current in both cases. The sustained current thus needs both unequal floating potentials and a connection.

Neither change guarantees an unstressed oxide. With equal plasma potentials, both oxides still hold 3.68 V of the same sign. With the substrate cut, oxide A holds 3.76 V and oxide B −0.02 V. Without tunnelling, each floating potential would be divided between the oxide and the stray capacitance. Tunnelling reduces the larger oxide shares to the values above: from 3.83 V, almost entirely after turn-on, with equal plasma potentials, and from 7.0 V, both during and after turn-on, for oxide A on the cut substrate. As it weakens, they decay ever more slowly. These figures are for 10 fF of stray capacitance and no capacitance between antenna and substrate, which would lower them. A whole wafer can have far more stray capacitance and, fed only by these antennas, would settle much more slowly. With 1 nF and equal plasma potentials, the wafer is still charging through the oxides after 1 s: they hold 5.76 and 5.67 V, the larger local current is still about 0.6 nA, and about 2900 C/m² has passed through oxide A. Making either change during exposure can leave different voltages, because the wafer is then already charged.

Net current is therefore a test of whether the wafer as a whole is still charging. To judge a gate oxide, one needs, among other things, the local floating potentials, the conducting paths between regions, the capacitances, and the antenna and gate areas. Where no steady current flows, the charge left by turn-on matters as well. If the substrate has a direct-current path to ground, that path must be added to the balance, and the plasma current to the wafer need not even sum to zero. The numerical output lists the values for the main cases.

## Calculated quantities

```
Electron temperature: 4.0 V
Plasma potentials A, B: 32.0, 20.0 V
Ion, electron current densities: 10, 1500 A/m^2
Antenna area, each: 1000 um^2
Gate areas A, B: 1.0, 2.0 um^2
Oxide thickness: 5.0 nm
Relative permittivity: 4.0 (no unit)
Tunnel barrier: 3.0 eV
Tunnel mass / electron mass: 0.50 (no unit)
Stray capacitance: 10.0 fF
Gate capacitances A, B: 7.083, 14.167 fF
Floating potentials A, B: 11.957, -0.043 V
Floating potential difference D: 12.000 V
Ion current to each antenna: 10.000 nA
Bare connected potential: 2.536 V
Bare local currents A, B: 9.051, -9.051 nA
Tunnelling coefficient a: 1.0276e-06 A/V^2
Tunnelling coefficient b: 25.098 V/nm
Supply integral / tunnelling law: 0.9575 (no unit)
Leading estimate of that ratio: 0.9535 (no unit)
Steady current from loop equation: 0.62986 nA
Steady local current A: 0.62986 nA
Steady local current B: -0.62986 nA
|Net current| below 1e-5 of loop current: True
Steady substrate potential: 5.866 V
Steady gate potentials A, B: 11.697, 0.202 V
Signed oxide voltages A, B: 5.831, -5.664 V
Sheath share of D: 0.505 V
Oxide field magnitudes A, B: 1.1663, 1.1328 V/nm
Oxide field A converted: 11.663 MV/cm
Oxide current densities A, B: 629.86, 314.93 A/m^2
Chosen failure fluence: 1.0e+04 C/m^2
Times to that fluence A, B: 15.88, 31.75 s
Antenna 100 um^2: current 0.14548 nA, field A 1.0977 V/nm
Antenna 1000 um^2: current 0.62986 nA, field A 1.1663 V/nm
Antenna 10000 um^2: current 1.38766 nA, field A 1.2067 V/nm
Large-antenna current limit: 1.71854 nA
Insulating limit substrate potential: 2.691 V
Insulating oxide voltages A, B: 9.266, -2.734 V
Control observation time: 1.0 s
Equal-P control, largest |current| / loop current: 8.4e-07 (no unit)
Equal-P residual voltages A, B: 3.676, 3.676 V
Cut substrate, |current A| / loop current: 1.8e-06 (no unit)
Cut substrate, |current B| / loop current: 2.8e-15 (no unit)
Cut-substrate residual voltages A, B: 3.764, -0.018 V
```
